# Two single-channel conductances, two places to measure the voltage

**Question**

I am studying a single atomic-scale constriction as a limiting case of an interconnect, and I have two formulas for the conductance of one spin-degenerate channel containing a scatterer with transmission probability $T$:

$$G=\frac{2e^2}{h}\,T\qquad\text{and}\qquad G=\frac{2e^2}{h}\,\frac{T}{1-T}.$$

At $T=1$ the first is finite and the second is infinite, so they look contradictory. I have been told that the first uses the voltage between the reservoirs, and the second the voltage between ideal noninvasive probes beside the scatterer. Is that right? What exactly must "ideal" mean, and would a real probe on an atomic chain read the second value?

**Answer**

What you were told is right, provided that "ideal" includes more than weak coupling. The probes must also pick up both directions of motion equally and average over the interference fringes beside the scatterer. The current is the same in both formulas; the voltage dividing it is different.

**The current**

Let the scatterer be elastic, with reflection probability $R=1-T$. Two large reservoirs with electrochemical potentials $\mu_L>\mu_R$ feed the channel through reflectionless contacts. Write $\Delta=\mu_L-\mu_R$, take $e>0$, and count the current by its magnitude, so that the reservoir voltage is $\Delta/e$.

For one direction of motion, the number of states per length in $dk$ is $2\,dk/2\pi$, the 2 being spin. With $dE=\hbar v\,dk$ this is $dE/(\pi\hbar v)$. Multiplying by the speed $v$ gives the arrival rate of filled states, $f\,dE/(\pi\hbar)=(2/h)f\,dE$. The velocity has cancelled. A fraction $T$ from each side crosses, hence

$$I=\frac{2e}{h}\int T(E)\,(f_L-f_R)\,dE .$$

If $T$ is constant over the energies that contribute, $\int(f_L-f_R)\,dE=\Delta$ gives

$$I=\frac{2e}{h}T\Delta,\qquad G_2=\frac{I}{\Delta/e}=\frac{2e^2}{h}T .$$

The integral was tested against the time evolution of two 200-atom chains joined at an impurity, initially filled to $\pm0.2$ eV with a thermal width of 0.05 eV. The ratio of simulated to predicted flow was 1.0000.

**The voltage beside the scatterer**

Just left of the scatterer, right-movers come from the left reservoir and have occupation $f_L$. Left-movers were either reflected or transmitted from the right, so their occupation is $Rf_L+Tf_R$. Neither group alone defines the local potential.

Let a weak probe A exchange electrons equally with both groups, without responding to their interference. It receives a current proportional to $f_L+(Rf_L+Tf_R)$ and returns one proportional to $2f_A$. A voltmeter draws no net current, so the energy integrals balance:

$$2\mu_A=\mu_L+R\mu_L+T\mu_R .$$

Insert $\mu_L=\mu_R+\Delta$. The coefficient of $\mu_R$ is $1+R+T=2$, so

$$\mu_A=\mu_R+\frac{1+R}{2}\Delta .$$

On the right, left-movers have $f_R$ and right-movers have $Tf_L+Rf_R$. The same balance for probe B gives

$$\mu_B=\mu_R+\frac{T}{2}\Delta .$$

Subtract and use $1-T=R$:

$$\mu_A-\mu_B=\frac{1+R-T}{2}\Delta=R\Delta .$$

Dividing the unchanged current by this smaller voltage gives

$$G_4=\frac{I}{R\Delta/e}=\frac{2e^2}{h}\frac{T}{1-T}.$$

**Where the remaining voltage goes**

In terms of resistance,

$$\frac1{G_2}-\frac1{G_4}=\frac{h}{2e^2}\left(\frac1T-\frac{1-T}{T}\right)=\frac{h}{2e^2}.$$

This remainder does not depend on $T$. It is divided equally between the ends, because $\mu_L-\mu_A=\Delta(1-R)/2=T\Delta/2$ and $\mu_B-\mu_R=T\Delta/2$. Dividing either voltage $T\Delta/(2e)$ by $I$ gives $h/(4e^2)$. This is the contact resistance between a wide reservoir, which fills both directions alike, and a channel whose two directions are filled differently.

At $T=1$ the scatterer reflects nothing: the ideal probes see no drop, while the reservoirs still see the contact resistance. As $T\to0$, $G_4/G_2=1/(1-T)\to1$, because nearly all the voltage then falls at the scatterer.

**A point probe sees fringes**

Now attach a weak probe to one atom $n<0$, with the scatterer at $n=0$ and $k$ the phase advance per atom. The state arriving from the left is $e^{ikn}+re^{-ikn}$, where $|r|^2=R$. Its density is

$$p_L=1+R+2F,\qquad F=\mathrm{Re}\!\left(re^{-2ikn}\right).$$

The state arriving from the right has density $p_R=T$ here. The reservoirs are independent, so these densities add without a cross term. Zero probe current requires $(p_L+p_R)\mu_A=p_L\mu_L+p_R\mu_R$. Since $p_L+p_R=2(1+F)$,

$$\frac{\mu_A-\mu_R}{\Delta}=\frac{p_L}{p_L+p_R}=1-\frac{T}{2(1+F)} .$$

The fringe term obeys $-\sqrt R\le F\le\sqrt R$. With $T=(1-\sqrt R)(1+\sqrt R)$, the reading lies between $(1-\sqrt R)/2$ and $(1+\sqrt R)/2$. The same range holds on the right, so the difference between two point probes is bounded by $\pm\sqrt R\,\Delta$. It can be zero or even have the opposite sign to the applied voltage. Weak coupling alone therefore does not give $G_4$.

The order of averaging matters too. Consider fringes whose phase $\phi$ is sampled uniformly, $F=\sqrt R\cos\phi$. If the pickup is averaged first, $\langle F\rangle=0$ and the reading becomes $1-T/2$, as in the ideal case. If finished readings are averaged, we need $\langle1/(1+\sqrt R\cos\phi)\rangle$. Put $\sqrt R=2q/(1+q^2)$ with $0\le q<1$. Then

$$\frac1{1+\sqrt R\cos\phi}=\frac{1+q^2}{1-q^2}\;\frac{1-q^2}{1+q^2+2q\cos\phi}.$$

The last fraction equals $1+2\sum_{m\ge1}(-q)^m\cos m\phi$, whose average is 1. Also $\sqrt{1-R}=(1-q^2)/(1+q^2)$, so the required average is $1/\sqrt T$. The mean reading is $1-\sqrt T/2$ on the left and, by mirror symmetry, $\sqrt T/2$ on the right. Their difference is $1-\sqrt T$, not $1-T$.

A lattice calculation with $T=0.7783$ and 395 atoms on each side gave 0.1185 for the mean of readings, against $1-\sqrt T=0.1178$. Averaging the pickup first gave 0.2224, against $1-T=0.2217$. The small differences come from the finite stretch, which does not hold a whole number of fringes.

**How weak is weak enough?**

Suppose each phase-insensitive probe absorbs a fraction $\varepsilon$ of every passing electron stream and re-emits equally in both directions. Set $\mu_R=0$ and $\Delta=1$, and write $I=(2e/h)J$. Let $a$ be the occupation travelling from A to the scatterer and $b$ the one returning. Zero probe current gives $\mu_A=(1+b)/2$, and

$$a=(1-\varepsilon)+\varepsilon\mu_A=1-\frac{\varepsilon}{2}(1-b).$$

The net flow is $J=a-b=(1-b)(1-\varepsilon/2)$, so $1-b=2J/(2-\varepsilon)$. Therefore

$$\mu_A=1-\frac{J}{2-\varepsilon},\qquad a=1-\frac{\varepsilon J}{2-\varepsilon}.$$

By symmetry, $\mu_B=J/(2-\varepsilon)$, and the occupation arriving at the scatterer from the right is $d=\varepsilon J/(2-\varepsilon)$. At the scatterer $b=Ra+Td$, hence $J=a-b=T(a-d)$. Inserting $a$ and $d$ and dividing by $TJ$,

$$\frac1J=\frac1T+\frac{2\varepsilon}{2-\varepsilon}.$$

This is the two-terminal resistance in units of $h/(2e^2)$. The four-probe resistance in the same units is

$$\frac{\mu_A-\mu_B}{J}=\frac1J-\frac2{2-\varepsilon}=\frac1T-\frac{2-2\varepsilon}{2-\varepsilon}.$$

It equals $R/T$ at $\varepsilon=0$ and $1/T$ at $\varepsilon=1$. For small $\varepsilon$ it is $R/T+\varepsilon/2$ to first order. The probes are noninvasive when $\varepsilon\ll2R/T$, a condition that becomes severe as the scatterer becomes transparent.

**An atomic chain in numbers**

Take a half-filled chain with hopping $t=1$ eV, spacing 0.25 nm and one atom whose level is raised by $U=1$ eV. The band is $E=-2t\cos k$, and half filling means $E=0$, $k=\pi/2$.

Continuity at the impurity gives $\psi_0=1+r=\tau$, where $\tau$ is the transmitted amplitude. The equation there is

$$(E-U)\tau=-t\left(e^{-ik}+re^{ik}+\tau e^{ik}\right).$$

Subtract $E\tau=-t(e^{ik}+e^{-ik})\tau$ and replace $\tau$ by $1+r$ on the right. The remainder is $-U\tau=-2it\,r\sin k$. With $u=U/(2t\sin k)$ this reads $r=-iu\tau$, so

$$r=\frac{-iu}{1+iu},\qquad T=|1+r|^2=\frac1{1+u^2}.$$

Here $u=0.5$, so $T=1/1.25=0.8$ and $R=0.2$. With $2e^2/h=77.48$ µS,

$$G_2=0.8\times77.48=61.98\ \text{µS},\qquad G_4=\frac{0.8}{0.2}\times77.48=309.9\ \text{µS}.$$

The resistances are 16.13 and 3.23 kΩ, and their difference is 12.91 kΩ. At 10 mV bias the current is 0.620 µA. Ideal probes divide the 10 mV into 4 mV at the left contact, 2 mV across the scatterer and 4 mV at the right contact. A lattice calculation with weak floating probes on atoms 5 to 12 on each side confirms this division at zero temperature.

Both conductances yield the same scatterer: $T=61.98/77.48=0.8$ from the first, and $T=309.9/(77.48+309.9)=0.8$ from the second. Putting 309.9 µS into the reservoir formula would give the impossible $T=4$.

Point probes behave differently. At half filling $e^{-2ikn}=(-1)^n$ and $\mathrm{Re}\,r=-u^2/(1+u^2)=-R$, so $F=-R$ on even atoms and $+R$ on odd ones. For probes at mirrored positions the difference is $1-T/(1+F)$:

- on even atoms, $1-0.8/0.8=0$, or 0 mV;
- on odd atoms, $1-0.8/1.2=0.333$, or 3.33 mV.

Moving both probes by one atom changes the apparent four-probe conductance from infinite to less than the ideal value. The mean of these readings is 1.67 mV. If each probe covers an even and a neighbouring odd atom and adds their densities before floating, the pair reads the ideal 2 mV. This requires the two atoms to couple to separate states of the probe. If they couple to a single state, their amplitudes add instead, and the reading again depends on position.

**What temperature does**

At finite temperature a floating probe balances an energy-integrated current. To first order in the bias, each difference of occupations is $-f'(E)$ times the difference of potentials, so the pickup is averaged with weight $-f'(E)$ before the potential is set. Take $r$ and $v$ as constant over the thermal window. At distance $x$ the fringe phase then changes by $2xE/(\hbar v)$, with $E$ counted from the Fermi level. Let $y=E/k_BT_K$, with $T_K$ the temperature, and $s=2xk_BT_K/(\hbar v)$. The damping factor is

$$D=\int_{-\infty}^{\infty}\frac{e^{isy}}{4\cosh^2(y/2)}\,dy .$$

Shifting the line of integration to $y+2\pi i$ multiplies the integral by $e^{-2\pi s}$. Between the lines lies a double pole at $y=i\pi$, where the integrand behaves as $-e^{isy}/(y-i\pi)^2$ and has residue $-is\,e^{-\pi s}$. Hence $D(1-e^{-2\pi s})=2\pi s\,e^{-\pi s}$, or

$$D=\frac{z}{\sinh z},\qquad z=\pi s=\frac{2\pi k_BT_K\,x}{\hbar v}.$$

For this chain $\hbar v=2t\times0.25\ \text{nm}=0.50$ eV nm. At 300 K, $z=1$ at 3.08 nm. The fringe keeps 93% of its size at 2 nm, 25% at 10 nm and 2% at 20 nm. Point probes 2 nm away, on even atoms, still read only 0.17 mV; at 20 nm they read 1.97 mV, close to the ideal 2 mV. These figures assume a purely elastic chain. Phonon scattering in the 40 nm between such distant probes would add its own drop, as estimated below. Room temperature therefore does not remove the fringe problem within a few nanometres.

The wide probes on atoms 5 to 12 read 2.01 mV at 300 K. The slight excess follows from the damping: each odd atom is nearer than the even atom paired with it, so its positive $F$ is damped less, leaving a small positive average.

**How this compares with a real contact**

These are round parameters in the rough regime of a monatomic contact of an s-electron metal, where a single channel with high transmission is a sensible model. The chain is the unrealistic part: suspended metal chains are typically a few atoms long, so there is little room for wide probes, and none for probes 20 nm away. Ordinary interconnect lines have many channels, to which this single-channel $G_4$ does not apply.

A metallic side contact need not be weak either. For the phase-insensitive probes above, with $T$ held at 0.8, absorption $\varepsilon=0.1$ raises the four-probe resistance from 3.23 to 3.91 kΩ, by 21%. Full absorption raises it to 16.13 kΩ, numerically equal to the undisturbed two-terminal value. The actual two-terminal resistance is then 41.95 kΩ, because the probes have disturbed the whole conductor. A contact to a single atom cannot reach this limit. Continuity there gives $r=\tau-1$, so the absorbed fraction is $1-|\tau|^2-|\tau-1|^2=2\,\mathrm{Re}\,\tau-2|\tau|^2$, which is at most one half for the contact alone on a clean chain. Beside the scatterer the reflected wave returns to the contact, and the total absorbed can be larger. Such a contact also responds to the fringes, so its reading still depends on the atom it touches.

Phonons add backscattering. For two incoherent scatterers, summing repeated reflections gives $T_{12}=T_1T_2/(1-R_1R_2)$. Since $1-R_1R_2-T_1T_2=R_1T_2+R_2T_1$,

$$\frac{R_{12}}{T_{12}}=\frac{R_1}{T_1}+\frac{R_2}{T_2}.$$

If each event randomizes the direction, half of the events reverse it. A length $L$ with mean free path $\ell$ then contributes $L/(2\ell)$. For $L=4$ nm and a rough $\ell=40$ nm this is 0.05, or 0.65 kΩ: 20% of $1/G_4$, but 4% of $1/G_2$. For probes 20 nm away on each side, $L=40$ nm contributes 0.5, which raises the enclosed $R/T$ from 0.25 to 0.75 and the reading from about 2 mV to $10\times0.75/1.75=4.3$ mV. Moving the probes out to escape the fringes therefore does not isolate the scatterer. The mean free path is a bulk-like figure, so these are estimates of size.

A half-filled chain may also develop alternating bonds. Let 16 bonds alternate between $1.01t$ and $0.99t$, without the impurity. At $E=0$ the lattice equation links every second atom, so across the stretch one sublattice amplitude is multiplied by $x=(1.01/0.99)^8$ and the other by $1/x$, apart from signs. Matching to the outer waves gives $1+r=\tau/x$ and $1-r=x\tau$. Adding them,

$$\tau=\frac{2}{x+1/x},\qquad T=\frac1{\cosh^2(\ln x)} .$$

With $\ln x=0.16$, $T=0.975$. The corresponding $R/T$ is 0.33 kΩ, about 10% of $1/G_4$. At $E=0$ this $R/T$ of 0.026 adds to the impurity's 0.25 when the impurity sits in the middle of the stretch. Elsewhere the two generally do not add, because they scatter coherently: with the impurity at one end or the other, the combined $R/T$ is 0.21 or 0.37 instead of 0.28.

By comparison, the energy dependence of $T$ is negligible here: at 300 K and 10 mV it changes $G_2$ by $-0.011\%$. Electron–electron correlation and reflection at the contacts are omitted and have not been sized.

For the atomic chain you ask about, then, the reservoir formula is the natural one if the contacts are nearly reflectionless. A nearby probe should be expected to read the second value only if its coupling satisfies $\varepsilon\ll2R/T$ and its pickup, adding densities rather than amplitudes, covers the fringes evenly. The numerical output below gives the individual readings.

## Computed values

```
hopping t = 1.00 eV, impurity shift U = 1.00 eV
atomic spacing = 0.25 nm, bias = 10.0 mV
temperature for corrections = 300 K, kT = 25.85 meV
u = U/(2t) at half filling = 0.500
T = 0.8000, R = 0.2000
2e^2/h = 77.481 uS, h/(2e^2) = 12.906 kOhm
G2 (reservoirs) = 61.98 uS, 1/G2 = 16.133 kOhm
G4 (ideal probes) = 309.92 uS, 1/G4 = 3.227 kOhm
1/G2 - 1/G4 = 12.906 kOhm
current = 0.6198 uA
drop left reservoir to probe A = 4.000 mV
drop probe A to probe B = 2.000 mV
drop probe B to right reservoir = 4.000 mV
point probes 7 sites away: 0 K 3.333 mV, 300 K 3.276 mV
point probes 8 sites away: 0 K 0.000 mV, 300 K 0.165 mV
wide probes, sites 5-12, 300 K: 2.014 mV
point probes 80 sites (20 nm) away, 300 K: 1.969 mV
hbar v = 0.500 eV nm, hbar v/(2 pi kT) = 3.08 nm
fringe damping at 2.0 nm, 300 K = 0.933
fringe damping at 10.0 nm, 300 K = 0.252
fringe damping at 20.0 nm, 300 K = 0.020
incommensurate test, E = -0.7 eV: T = 0.7783
  mean of point readings, A-B = 0.1185 (1-sqrt T = 0.1178)
  reading of mean pickup, A-B = 0.2224 (1-T = 0.2217)
time-dependent flow / Landauer flow = 1.0000
probe absorption 0.01: four-probe 3.291 kOhm, two-terminal 16.263 kOhm
probe absorption 0.10: four-probe 3.906 kOhm, two-terminal 17.492 kOhm
probe absorption 1.00: four-probe 16.133 kOhm, two-terminal 41.946 kOhm
change of G2 at 300 K and full bias = -0.011 %
rough mean free path = 40 nm, length = 4.0 nm
phonon backscattering adds 0.645 kOhm = 20.0 % of 1/G4
bond alternation 1 %: half gap = 20 meV, T of clean stretch = 0.9748
  its R/T as resistance = 0.333 kOhm
```
